# The built-in field and donor diffusion in n-type silicon

## 1. A case with no holes

Take silicon hot enough for donor atoms to move, and so heavily doped that holes can be ignored. Each donor has given up one electron and carries charge $+q$. If the crystal is neutral at every depth $x$, the electron concentration $n$ equals the donor concentration $N$.

Electrons are far more mobile than donors. They settle into equilibrium in whatever electrostatic potential $\psi(x)$ is present. I measure it by

$$u=\frac{q\psi}{kT},$$

with $\psi=0$ where $n$ equals the intrinsic concentration $n_i$. An electron has potential energy $-q\psi$, so Boltzmann statistics give $n=n_ie^{u}$. Since $n=N$ here,

$$u=\ln\frac{N}{n_i},\qquad \frac{du}{dx}=\frac1N\frac{dN}{dx}.$$

The potential is high where donors are dense. The field $E=-d\psi/dx$ therefore points towards lower $N$ and pushes the positive donors the way they already diffuse.

A donor has drift velocity $DqE/kT=-D\,du/dx$, where $D$ is its diffusivity without a field. The total flux is

$$J=-D\frac{dN}{dx}-DN\frac{du}{dx}=-D\frac{dN}{dx}-D\frac{dN}{dx}=-2D\frac{dN}{dx}.$$

The field doubles the flux. The electron gas tries to spread, the field holds it back, and the opposite force acts on the donors. With one electron per donor, the electron pressure gradient $kT\,dn/dx$ equals the donors' own $kT\,dN/dx$.

This used the Einstein relation between drift and diffusion, equilibrium electrons, neutrality and no holes. I take these in turn. Donors and electrons were also treated as ideal gases, a limit taken up in Sections 6 and 8.

## 2. Drift from biased jumps

Let donors jump between planes a distance $a$ apart, with rate $\Gamma$ in each direction when there is no field. Let the potential rise by $\Delta u$ from one plane to the next. With the barrier midway, a forward jump has its barrier raised by $kT\Delta u/2$, and a backward jump has it lowered by the same amount. A plane holds $aN$ donors per unit area, so

$$J=a\Gamma\left[N(x)e^{-\Delta u/2}-N(x+a)e^{\Delta u/2}\right].$$

Expand about the midpoint, where the concentration is $N$. To first order, the two concentrations are $N\mp aN'/2$ and the exponentials are $1\mp au'/2$, a prime meaning $d/dx$. The products are $N\mp a(N'+Nu')/2$, and their difference gives

$$J=-D\,(N'+Nu'),\qquad D=a^2\Gamma. \tag{1}$$

The flux vanishes for $N\propto e^{-u}$, the Boltzmann distribution of positive ions, as it must in equilibrium.

The expansion needs $|\Delta u|\ll1$. In the example below the largest initial field is $0.044$ MV/cm, or $4.4\times10^{-3}$ V/nm. Over a jump of $0.24$ nm at $kT/q=0.1097$ V it gives $|\Delta u|\approx0.01$, so linear drift is adequate.

The electrons must follow the donors if no net current flows, so they are not strictly in equilibrium. Their flux is $-D_n(n'-nu')=-D_nn(\ln n-u)'$. Without holes it must equal the donor flux $-DhN'$, where $h$ is the enhancement factor. Hence

$$(\ln n-u)'=\frac{Dh}{D_n}\frac{N'}{n}.$$

For $D=3\times10^{-15}$ cm²/s and a rough electron mobility of 50 cm²/Vs, the ratio $Dh/D_n$ is about $10^{-15}$. The relation $n=n_ie^u$ is safe on this account.

## 3. Letting the holes in

At diffusion temperatures $n_i$ can be comparable with $N$. Holes have potential energy $+q\psi$, so

$$n=n_ie^{u},\qquad p=n_ie^{-u},\qquad np=n_i^2.$$

Assume that all donors are ionised, that no other dopant is present and that $n_i$ is uniform. Neutrality is now $n=N+p$. Put $p=n_i^2/n$ and multiply by $n$:

$$n^2-Nn-n_i^2=0.$$

The product of the roots is $-n_i^2$, so one root is positive. It is

$$n=\frac{N+S}{2},\qquad S=\sqrt{N^2+4n_i^2}.$$

Then $p=n-N=(S-N)/2$, and therefore $n+p=S$.

For the field, differentiate $n-p=N$. Since $dn=n\,du$ and $dp=-p\,du$,

$$(n+p)\,du=dN,\qquad\text{so}\qquad u'=\frac{N'}{S}.$$

Insert this in (1):

$$\boxed{J=-D\,h\,\frac{dN}{dx},\qquad h=1+\frac{N}{\sqrt{N^2+4n_i^2}}}\tag{2}$$

With $N=n-p$ and $S=n+p$ the factor is also

$$h=\frac{(n+p)+(n-p)}{n+p}=\frac{2n}{n+p}.$$

Since $n'=nu'=nN'/S$, we have $hN'=2n'$. For constant $D$ the flux is thus $J=-2D\,dn/dx$: donors flow down the electron gradient with twice their own diffusivity. In lightly doped material $n$ changes by only about half the change in $N$, because an opposite change in $p$ takes up the other half. The half cancels the factor of two, and $h\approx1$.

The upper limit follows from

$$2-h=\frac{S-N}{S}=\frac{S^2-N^2}{S(S+N)}=\frac{4n_i^2}{S(S+N)}>0 .$$

Thus $1\le h<2$ for every finite $N\ge0$ and $n_i>0$, within the stated assumptions.

**Limits.** For $N\ll n_i$, $S\approx2n_i$ and $h\approx1+N/(2n_i)$. For $N\gg n_i$, expanding the root gives $S\approx N(1+2n_i^2/N^2)$, so $h\approx2-2n_i^2/N^2$, and the case of Section 1 returns. The halfway value $h=1.5$ needs $S=2N$. Then $3N^2=4n_i^2$ and $N=2n_i/\sqrt3$.

**Numbers.** Take rough round values for arsenic in silicon at 1000 °C: $n_i=7\times10^{18}$ cm⁻³ and a peak $N=5\times10^{19}$ cm⁻³. Then

$$S=10^{19}\sqrt{5^2+4(0.7)^2}=5.192\times10^{19}\ \text{cm}^{-3},$$

so $n=5.096\times10^{19}$ cm⁻³, $p=9.6\times10^{17}$ cm⁻³ and $h=1+5/5.192=1.963$. The potential is $0.1097\ln(5.096/0.7)=0.218$ V. At $N=10^{18}$ cm⁻³ the factor is only $1.071$, in line with the light-doping limit. It passes $1.5$ at $8.1\times10^{18}$ cm⁻³.

**Test.** Equation (2) was compared with the jump formula of Section 2 on the profile $N=N_0e^{-x^2/L^2}$, with $N_0=5\times10^{19}$ cm⁻³ and $L=40$ nm. The planes were $0.2$ nm apart, and the potential came from solving the charge balance numerically. Between 5 and 120 nm, the two values of $h$ differed by at most $1.4\times10^{-5}$.

## 4. How neutral is neutral?

A field that varies in space needs charge, so neutrality cannot hold everywhere. Poisson's equation, with permittivity $\varepsilon$, is

$$\psi''=-\frac q\varepsilon(N+p-n).$$

Use $\psi=(kT/q)u$ and $n-p=2n_i\sinh u$, then divide by $2n_i$:

$$\lambda^2u''=\sinh u-\frac{N}{2n_i},\qquad \lambda^2=\frac{\varepsilon kT}{2q^2n_i}. \tag{3}$$

Neutrality drops the left side. Let $u_0$ be the neutral solution and $u=u_0+u_1$. Since $u_1$ is itself of order $\lambda^2$, the term $\lambda^2u_1''$ is of higher order and can be dropped. To first order in $\lambda^2$,

$$u_1\cosh u_0=\lambda^2u_0'',\qquad \cosh u_0=\frac{n+p}{2n_i}=\frac{S}{2n_i}.$$

For a smooth profile of length $L$, $u_0''$ scales as $1/L^2$. The correction to the potential, and with it the correction $Nu_1'/N'$ to $h$, scales as $(\lambda/L)^2$. This is what quasi-neutrality means here: the field stays while the charge behind it is small.

In the example $\lambda=2.25$ nm. At the centre of the Gaussian, $u_0''\approx-2/L^2$, and the left side of (3) gives

$$n-p-N\approx-2n_i\frac{2\lambda^2}{L^2}\approx-9\times10^{16}\ \text{cm}^{-3}.$$

That is about 0.2% of $N$. The sign is negative because a few electrons have spilled outwards.

**Test.** Equation (3) was solved numerically for three Gaussians of the same peak. The largest absolute error of the neutral $h$, over depths from $0.05L$ to $2.5L$, was $0.0073$ at $L=40$ nm, $0.0019$ at 80 nm and $0.0005$ at 160 nm. Each doubling of $L$ cuts the error by nearly four, as derived. The expansion fails for a doping step that is abrupt on the scale of the screening length, where (2) should not be used.

## 5. When donors travel with defects

A donor on a lattice site may move by pairing with a vacancy or a self-interstitial, and the pair need not carry charge $+q$. Does $h$ survive?

Let the defect have charge $jq$, with $j=0,-1,-2,\dots$. Assume local equilibrium, a uniform concentration of neutral defects, and too few pairs to upset the balance $n=N+p$. Charging a neutral defect to $j$ takes $-j$ electrons, so by mass action its concentration varies as $(n/n_i)^{-j}$. The pairs then have concentration

$$C_j=K_jN\left(\frac n{n_i}\right)^{-j}$$

and charge $(1+j)q$. With pair diffusivity $d_j$ and $(\ln n)'=u'$, their flux is

$$\begin{aligned}
J_j&=-d_j\left[C_j'+(1+j)C_ju'\right]\\
&=-d_jC_j\left[(\ln N)'-ju'+(1+j)u'\right]\\
&=-d_jC_j\left[(\ln N)'+u'\right].
\end{aligned}$$

The charge $j$ has cancelled from the bracket. A neutral pair feels no force, but its concentration follows $n$, and that gradient supplies what drift does not. Since $(\ln N)'+u'=hN'/N$, summing over $j$ gives

$$J=-D(n)\,h\,\frac{dN}{dx},\qquad D(n)=\sum_jd_jK_j\left(\frac n{n_i}\right)^{-j}.\tag{4}$$

**Test.** Fluxes summed from the first line of the derivation, for $j=0,-1,-2$ with weights $0.5$, $0.4$ and $0.1$, agreed with (4) to better than one part in $10^5$ at depths of 30, 60 and 90 nm on the 40 nm Gaussian.

Equation (4) fixes what the limit of two applies to. It limits $h$, not the whole rise in donor diffusion. Suppose half the diffusivity at $n=n_i$ comes from singly negative defects and half from neutral ones. Then

$$\frac{D(n)}{D(n_i)}=\frac12\left(1+\frac n{n_i}\right),$$

which is $4.14$ at the example's peak. Multiplied by $h=1.963$, it gives $8.1$.

## 6. When the electrons become degenerate

Boltzmann statistics fail as $n$ approaches the effective density of states $N_c$ of the conduction band. Let $\eta$ be the Fermi level above the band edge, divided by $kT$. With a flat Fermi level and a rigid band structure, the band edge moves with $-q\psi$, so $d\eta=du$. Holes remain dilute, $dp=-p\,d\eta$. Differentiating $n-p=N$ gives

$$\left(\frac{dn}{d\eta}+p\right)du=dN,\qquad h=1+\frac{N}{dn/d\eta+p}.$$

For dilute electrons $dn/d\eta=n$, and (2) returns. In general $n$ is a sum of Fermi occupations $f$ over states, while $dn/d\eta$ is the sum of $f(1-f)$, which is smaller. A degenerate gas needs a larger potential change for a given change in $n$, so the field is stronger.

The factor passes two when $N=n-p$ exceeds $dn/d\eta+p$, that is, when

$$n-\frac{dn}{d\eta}>2p.$$

For a parabolic band, the first correction to Boltzmann statistics is $n\approx N_c(e^\eta-e^{2\eta}/2^{3/2})$. Differentiating doubles the second term, so $n-dn/d\eta\approx N_ce^{2\eta}/2^{3/2}\approx n^2/(2^{3/2}N_c)$. Setting this equal to $2p\approx2n_i^2/n$ gives the crossing

$$n^3\approx2^{5/2}N_cn_i^2 .$$

With $N_c=2.46\times10^{20}$ cm⁻³, from a rough density-of-states mass of $1.08$ electron masses, $n\approx4.1\times10^{19}$ cm⁻³. Subtracting $p\approx1.2\times10^{18}$ cm⁻³ leaves $N\approx4.0\times10^{19}$ cm⁻³. The full Fermi integral also puts the crossing at $4.0\times10^{19}$ cm⁻³.

The peak of the example lies just beyond this point. Its degenerate factor is $2.03$, against $1.96$ from (2), and at $2\times10^{20}$ cm⁻³ it is $2.28$. "Never exceeds two" is thus a property of the Boltzmann model. The values above two assume rigid bands, however. In real silicon the gap narrows with doping, which weakens the field and can bring $h$ back below two (Section 8). For this peak, (2) is still within about 4% of the degenerate value.

## 7. What the field does to a profile

Now let the 40 nm Gaussian evolve for 1800 s with constant $D=3\times10^{-15}$ cm²/s $=0.3$ nm²/s. No donors leave through the surface. Conservation gives

$$\frac{\partial N}{\partial t}=\frac{\partial}{\partial x}\left(Dh\frac{\partial N}{\partial x}\right).$$

I follow the depth at which $N=10^{18}$ cm⁻³. It starts at $40\sqrt{\ln50}$ nm, or about 79 nm.

**Without the field**, $h=1$ and the profile stays Gaussian, with $L^2=L_0^2+4Dt$:

$$L=\sqrt{1600+4(0.3)(1800)}=\sqrt{3760}=61.3\ \text{nm}.$$

The number of donors is conserved, so the surface value falls to $5\times10^{19}\times40/61.3=3.26\times10^{19}$ cm⁻³. The marked depth becomes $61.3\sqrt{\ln32.6}$ nm, or $114.5$ nm.

**With $h=2$ everywhere**, the same formulas hold with $2D$ in place of $D$. Then $L=\sqrt{1600+4320}=76.9$ nm, the surface value is $2.6\times10^{19}$ cm⁻³ and the depth is about 139 nm.

**With $h$ from (2)**, the equation is nonlinear and was solved numerically. The depth is $124.3$ nm and the surface value $2.70\times10^{19}$ cm⁻³. Both lie between the two limits. The surface value is close to the $h=2$ result, while the depth is not: $h$ is near two in the dense part of the profile but only $1.07$ at the mark. The mark advances 45 nm instead of 35 nm, so a factor of almost two at the peak becomes a gain of about 28% in its advance.

**Test.** An anneal computed from the biased jumps of Section 2, without using (2), gave the same $124.3$ nm. Halving the mesh from 1 to $0.5$ nm moved the depth by less than $0.001$ nm.

## 8. Beside real arsenic-doped silicon

The values of $n_i$ and $D$ are rough but of the right order for arsenic at 1000 °C. The peak concentration and the 30-minute anneal are choices made for the example. The assumption that matters most, among those sized here, is constant $D$. With the half-and-half defect model of Section 5, and with the initial profile, the time and $D(n_i)$ held fixed, the depth moves from 124 to 137 nm. Implantation also leaves excess point defects, which break the local equilibrium behind (4); that effect is not sized here.

Heavy doping also narrows the band gap. A narrowing of $0.089$ eV would raise $n_i$ by a factor of $1.5$ and lower $h$ at the peak from $1.96$ to $1.92$. That treats $n_i$ as uniform. Narrowing that grows with doping also tilts the band edges. Suppose the two bands share it equally, so that $n=n_ie^{u+g}$ and $p=n_ie^{-u+g}$, where $g$ is half the narrowing divided by $kT$. Neutrality then reads $N=2n_ie^g\sinh u$, and differentiating its logarithm gives

$$h=1+\frac{N}{\sqrt{N^2+4n_i^2e^{2g}}}\left(1-\frac{dg}{d\ln N}\right).$$

If $g$ grows as $\sqrt N$ and the narrowing is again $0.089$ eV at the peak, $h$ there is $1.74$, or about $1.8$ with degenerate electrons. The result depends strongly on how the bands share the narrowing. With all of it in the valence band the two values are $1.94$ and $2.01$, and with all of it in the conduction band they are $1.53$ and $1.60$.

Full ionisation needs more care. Suppose each donor kept an isolated level 54 meV deep, a rough value for arsenic. With two spin states, the ratio of neutral to ionised donors would be $\kappa n$, where $\kappa=2e^{E_d/kT}/N_c$ and $E_d$ is the level depth. Let $N_+$ be the ionised concentration and $N=N_+(1+\kappa n)$ the total. If neutral donors jump with the same $D$, their flux is

$$-D(\kappa nN_+)'=-D\kappa nN_+\left[(\ln N_+)'+u'\right].$$

Adding the ionised flux gives $J=-DN[(\ln N_+)'+u']$, hence $h=d\ln(N_+n)/d\ln N$. At the peak only 68% of the donors would be ionised, and $h$ would be $1.49$. An isolated arsenic donor also has ten further bound states roughly 32 meV deep, from the other combinations of the six conduction-band valleys. Counting them would lower these values to about 40% and $1.22$.

Both estimates leave out that the carriers screen the donor, which weakens its binding. At the peak the screening length is $1.17$ nm, about equal to the donor's Bohr radius of $1.14$ nm. Solving for the ground state in the screened Coulomb potential reduces the level depth from 54 to about $1.4$ meV, or $1.9$ meV with the slightly weaker screening of degenerate electrons, against $kT=110$ meV. The formula for $\kappa$ above does not by itself turn this into full ionisation. As $E_d\to0$ it tends to $2/N_c$, and with $1.4$ meV it still gives 76% ionised and $h=1.58$. It counts the bound level as an extra state, whereas the level is drawn out of the conduction band, and an electron in so shallow a level is hardly different from a band electron. If only the excess weight $e^{E_d/kT}-1$ is counted in place of $e^{E_d/kT}$, the ionised fraction is 99.5% and $h=1.95$. Full ionisation at the peak rests on this way of counting. This is a linear-screening, effective-mass estimate, with the mass chosen to give 54 meV without screening, and a rough one: a sphere with the screening length as radius holds only about 0.3 electrons on average. The electrons' thermal wavelength, 3 to 4 nm, also exceeds the screening length, so they screen less well at short range; allowing for this deepens the level to about 2 to 3 meV, depending on the electron mass used. At intermediate doping, where screening is weaker, some neutral donors may remain.

Nor does full ionisation make donors and carriers ideal gases. At the peak, the Coulomb energy of two elementary charges one screening length apart, $q^2/(4\pi\varepsilon\times1.17\ \text{nm})\approx0.105$ eV before screening, is close to $kT$. Correlations between the charges, of which gap narrowing is one sign, may therefore change $h$ noticeably. The value $1.96$ is the ideal-gas result, not a prediction to three figures for real silicon.

The remaining values are listed in the numerical output.

## Values computed for the example and the checks

```
Temperature: 1273.15 K; kT/q: 0.1097 V
Intrinsic concentration ni: 7.00e+18 cm^-3
Donor diffusivity D: 3.0e-15 cm2/s
Initial peak: 5.00e+19 cm^-3; length: 40 nm
Anneal time: 1800 s
Electrons at peak: 5.0962e+19 cm^-3
Holes at peak: 9.6151e+17 cm^-3
Potential at peak: 0.2178 V
h at N = 1.0e+18 cm^-3: 1.0712
h at N = 7.0e+18 cm^-3: 1.4472
h at N = 2.0e+19 cm^-3: 1.8192
h at N = 5.0e+19 cm^-3: 1.9630
N where h = 1.5: 8.083e+18 cm^-3
Largest hop-test error in h: 1.4e-05
Largest initial field: 0.0441 MV/cm
Depth mark: 1.0e+18 cm^-3
Depth before anneal: 79.1 nm
Depth after, no field: 114.5 nm
Depth after, with field: 124.3 nm
Depth after, biased hops: 124.3 nm
Mesh shift of depth (1 to 0.5 nm): 0.0008 nm
Surface N after, no field: 3.262e+19 cm^-3
Surface N after, with field: 2.699e+19 cm^-3
Neglected effects:
Intrinsic screening length lambda: 2.25 nm
Neutrality error in h, L = 40 nm: 0.00725
Neutrality error in h, L = 80 nm: 0.00189
Neutrality error in h, L = 160 nm: 0.00048
Conduction-band density Nc: 2.46e+20 cm^-3
h at peak, degenerate electrons: 2.0343
N where degenerate h passes 2: 3.98e+19 cm^-3
Degenerate h at 2e20 cm^-3: 2.278
Gap narrowing for ni x 1.5: 0.089 eV
h at peak with that ni: 1.9220
Rise of D at peak from charged defects: 4.14
Rise of D times h at peak: 8.13
Depth with field and defects: 137.1 nm
Isolated donor level depth: 54 meV
Ionised fraction, isolated level: 0.680
h at peak, isolated level: 1.485
Donor Bohr radius: 1.14 nm
Screening length at peak: 1.17 nm
Screened donor level depth: 1.43 meV
Electron mobility (rough): 50 cm2/Vs
D h/Dn at peak: 1.1e-15
Field energy per 0.24 nm jump / kT: 0.0096
```
